Effective capture radius of a spherical vacancy sink with radial interaction, part 2

How fast does a spherical sink absorb vacancies when it also attracts or repels them? The vacancies are dilute, and none are created or destroyed in the surrounding solid. Their concentration c is a number per unit volume, k_B is Boltzmann's constant, and the current I counts vacancies per unit time, positive toward the sink. The energy U is negative for attraction and tends to 0 far away.

The effective capture radius R_eff is the radius of the bare sphere (U = 0) that would absorb the same current at the same activity difference. It comes from the Debye integral, the integral of exp(βU)/r² outward from the surface. The thermal-energy rule is a cruder guess, which draws the capture surface where the attraction equals k_B T.

The surface holds the concentration c_s or, if its transfer velocity k is finite, absorbs the flux k[c(R) − c_s] per unit area. If the activity is known at a distance L beyond which U is negligible, the capture radius relative to that activity is

R_L = R_eff/(1 − R_eff/L).   (7)

If the sink shifts the saddle energy by S(r) and the site energy by a different U(r), the saddle shift sets the capture radius:

1/R_eff = ∫_R^∞ exp[βS(r)] r⁻² dr,   (10)

An absorbing surface (c_s = 0) switched on at time t = 0 in a Boltzmann distribution, with S = U of short range, draws the late-time current

I(t) ≈ 4πD R_eff c∞ [1 + R_eff/√(πDt)].   (11)

This requires √(Dt) to be much larger than R_eff and the range of U.

Numerical tests used βU = −a(R/r)⁶. The boundary-value test took a = 1.5 and a = −1, and the transient test a = 1.5. The steady hopping test had saddle shift −1.5 k_B T (R/r)⁶, with site shifts either equal to it or deeper, −3 k_B T (R/r)³. Its results are capture radii in units of R, with the outer boundary at 20R.

## An empty void in a stressed crystal

The sink is now an empty void of radius R in a solid at temperature T, with β = 1/(k_B T). A vacancy at distance r has interaction energy U(r) and concentration c(r), and its activity is φ = c exp(βU). With diffusivity D and far concentration c∞, the first half gave the steady inward current

I = 4πD R_eff [c∞ − φ(R)],   1/R_eff = ∫_R^∞ exp[βU(r)] r⁻² dr.   (12)

This holds for equal shifts of site and saddle energies, which we assume from here on. For a real vacancy this is a simplification, and its possible effect is estimated below. A finite transfer velocity k at the surface adds D exp[βU(R)]/(kR²) to 1/R_eff. In that case φ(R) in equation (12) stands for the activity in equilibrium with the surface, c_s exp[βU(R)], and not for the actual activity at contact.

To use equation (12) we need a potential. A void has surface tension γ, which pulls its surface inward and strains the surrounding crystal. We take the crystal as elastically isotropic, with shear modulus μ and second Lamé constant λ, and call the radial displacement u(r). The radial strain is ε_r = du/dr, and each of the two tangential strains is ε_t = u/r. Their sum, the dilatation, is

Θ = du/dr + 2u/r.

The stresses are σ_r = λΘ + 2με_r and σ_t = λΘ + 2με_t. Balance of forces on a thin shell requires

dσ_r/dr + 2(σ_r − σ_t)/r = 0.

Inserting the stresses gives

λ dΘ/dr + 2μ [d²u/dr² + (2/r) du/dr − 2u/r²] = 0.

The square bracket is dΘ/dr, as differentiation of Θ shows. Thus (λ + 2μ) dΘ/dr = 0 and Θ is constant. The crystal is unstrained far away, so the constant is zero. Then d(r²u)/dr = r²Θ = 0, and u = B/r² with a constant B. The strains are

ε_r = −2B/r³,   ε_t = B/r³.

The constant follows from the load. A curved surface under tension γ pulls the adjoining crystal toward the centre with force 2γ/R per unit area. The empty void exerts no pressure against it. An inward pull on the inner boundary of the crystal is a tensile radial stress, so σ_r(R) = 2γ/R. Since σ_r = 2με_r = −4μB/r³,

B = −γR²/(2μ),   u(r) = −γR²/(2μr²).   (13)

The crystal moves inward, as expected. We use the same γ for the force in the surface and for its energy per area. In a solid these two quantities can differ, so this is an assumption.

A vacancy changes the volume of the crystal by a relaxation volume. To first order, its energy in a stress field is this volume change multiplied by the local pressure. The pressure is −(σ_r + 2σ_t)/3, which is proportional to Θ and therefore zero. In an isotropic crystal the void has no such first-order interaction with the vacancy's size, whatever the relaxation volume.

The strain around the void still acts at second order, because a vacancy makes its site softer. The elastic energy per volume is

w = ½(σ_r ε_r + 2σ_t ε_t) = μ(ε_r² + 2ε_t²) = 6μB²/r⁶.

Inserting B from equation (13) gives

w(r) = [3γ²/(2μR²)] (R/r)⁶.   (14)

The direction of the softening effect follows from an energy argument. Describe an elastic body by displacements x, a stiffness matrix K and fixed loads F. Its total energy, including that of the loads, is the minimum over x of ½xKx − Fx. Now remove a part δK of the stiffness that stored energy ½xδKx. If the body kept its old displacements, the total energy would fall by this stored energy. The body may relax further, which can lower the energy more but cannot raise it. The drop is therefore at least the stored energy. In fifty random networks, each with twenty springs and six displacements, removing one spring satisfied this inequality every time.

A site of volume Ω stripped of all stiffness would thus lower the energy by at least Ωw, if w is nearly uniform across the site. A real vacancy is not a small continuum hole. We therefore write the potential with a softness factor g, which is a model input:

U(r) = −E_s (R/r)⁶,   E_s = gΩ · 3γ²/(2μR²).   (15)

The interaction is attractive and short-ranged. The sixth power arises because the strain falls as r⁻³ and the energy depends on its square.

Let a = βE_s. In the Debye integral we substitute x = R/r, so that dr/r² = −dx/R. The limits R and ∞ become 1 and 0, and the minus sign exchanges them:

1/R_eff = (1/R) ∫_0^1 exp(−ax⁶) dx.

Next set t = ax⁶. Then x = (t/a)^{1/6} and dx = (1/6)a^{−1/6} t^{−5/6} dt, which gives

1/R_eff = [1/(6Ra^{1/6})] ∫_0^a t^{−5/6} exp(−t) dt.

The integral is Γ(1/6)P(1/6,a), where P is the regularized lower incomplete gamma function. Since Γ(1/6)/6 = Γ(7/6),

R_eff/R = a^{1/6}/[Γ(7/6) P(1/6,a)].   (16)

For weak attraction it is simpler to expand the exponential. The terms 1, −ax⁶ and a²x¹²/2 integrate to 1, −a/7 and a²/26. The inverse of this series is

R_eff/R = 1 + a/7 + (1/49 − 1/26)a² + …   (17)

The second-order coefficient is −23/1274, so the linear estimate is slightly too high. For strong attraction P tends to 1, and R_eff tends to Ra^{1/6}/Γ(7/6). The distance at which the attraction equals k_B T is Ra^{1/6}. The thermal-energy rule then has the right scaling but lacks the factor 1/Γ(7/6). For a < 1 there is no such distance outside the void, yet equation (17) gives a capture radius larger than R.

The same surface tension also sets the activity at the surface. Absorbing one vacancy enlarges the void by Ω. For a sphere of area A = 4πR² and volume V = 4πR³/3,

dA/dV = (8πR dR)/(4πR² dR) = 2/R.

The surface energy therefore rises by 2γΩ/R per absorbed vacancy. Let c_eq be the vacancy concentration in equilibrium with a flat surface. Relative to that state, the chemical potential of a dilute vacancy is k_B T ln(c/c_eq) + U = k_B T ln(φ/c_eq). At the void surface it must equal 2γΩ/R, so

φ(R) = c_eq exp[2γΩ/(Rk_B T)].   (18)

The void gains vacancies if c∞ exceeds this value and loses them if c∞ is lower. The capture radius sets how fast either happens, while equation (18) sets the direction.

As an example, take a small void in copper at 450 K, where k_B T = 38.78 meV. Rough values for copper are γ = 1.7 J/m², μ = 45 GPa and a lattice constant l = 0.36 nm. The face-centred cubic cell contains four atoms, so Ω = l³/4 = 0.01166 nm³. We choose g = 2. For R = 1 nm, equation (15) gives

E_s = 2 × 0.01166 nm³ × 3 × (1.7 J/m²)²/[2 × 45 GPa × (1 nm)²] = 14.0 meV,

a = 14.03/38.78 = 0.362.

The attraction never reaches k_B T. The Debye integral multiplied by R is 0.953, and hence

R_eff = 1 nm/0.953 = 1.05 nm.

The linear estimate 1 + a/7 gives 1.052 for R_eff/R, against 1.049 from the full formula. With equal site and saddle shifts and diffusion treated as continuous, the elastic attraction thus increases the absorption coefficient by about 5% over that of a bare sphere.

To obtain the coefficient itself we need D. A vacancy in this lattice has 12 neighbours at distance l/√2. With attempt frequency ν and migration energy E_m, the diffusivity is one sixth of the sum of hop rate times squared distance:

D = (1/6) × 12 × (l²/2) ν exp(−βE_m) = l²ν exp(−βE_m).

The rough values ν = 10¹³ s⁻¹ and E_m = 0.70 eV give D = 1.9 × 10⁴ nm²/s. The absorption coefficient is then 4πDR_eff = 2.5 × 10⁵ nm³/s. Its absolute size depends exponentially on E_m and is much less certain than the ratio R_eff/R.

The surface cost per vacancy is 2γΩ/R = 0.25 eV. By equation (18), a 1 nm void gains vacancies when c∞/c_eq exceeds about 600. This number depends exponentially on γ, so only its order of magnitude is meaningful. At fixed temperature and material values, this threshold falls to 24 for R = 2 nm and to 3.6 for R = 5 nm. The capture ratio R_eff/R falls from 1.049 to 1.013 and 1.002. Equation (15) explains the second trend: E_s varies as 1/R², so the relative correction does too when a is small. For the smallest void, the surface tension matters far more through the growth threshold than through the capture radius.

Uncertain inputs and omitted effects can change the result by amounts comparable with the 5% correction or larger. Changing g to 1 or 3 gives R_eff/R = 1.025 or 1.072. The elastic model is also strained at this size, since the radial stress at the surface is 3.4 GPa and the strains there have magnitudes of 0.019 (tangential) and 0.038 (radial).

The assumption of equal site and saddle shifts is a further limit. At a saddle the crystal is distorted differently along the hop and across it. This oriented distortion couples to the shear strain around the void at first order, even though the pressure is zero. Its strength is measured by an energy per unit strain. If that energy is 1 eV larger along the hop than across it, a strain of 0.019 already gives 19 meV, more than E_s. With hop directions averaged over all angles, R_eff/R would then be about 1.15, or about 0.97 for the opposite sign. The value for copper is not determined here, so the model does not fix even the sign of the total elastic correction.

One hop covers the neighbour distance d = l/√2 = 0.255 nm, a quarter of the void radius. Treating diffusion as continuous is therefore only approximate near contact, and discrete hops can change the capture radius by several per cent. The interaction within this distance is not known from continuum elasticity either. If an additional attraction is confined to this layer, it can at most remove the layer's resistance. Starting the Debye integral at R + d therefore gives an upper bound, R_eff/R = 1.27. A finite transfer velocity at the surface acts the other way. If k = D/d, the added resistance is exp(−a)d/R², and R_eff/R falls to 0.88. Either effect can exceed the elastic correction, and the second can reverse its sign. At 1 nm, then, the 5% is a result of this elastic model and not a prediction for a particular void surface.

The vacancy's own strain also acts on the void. Let the vacancy displace a volume V through any sphere around it, so that its displacement field has |B| = V/(4π). At a large distance r its energy density at the void is 6μ(V/4π)²/r⁶. We treat the void as a soft region of volume 4πR³/3 with the same factor g. The energy drop is

g(4πR³/3) · 6μ(V/4π)²/r⁶ = [gμV²/(2πR³)] (R/r)⁶.

With V = 0.3Ω, a rough value, the bracket is 1.1 meV. If this far-field form held at all distances, adding it to E_s would raise R_eff/R from 1.049 to 1.053. Near contact, however, the attraction is much stronger than this form suggests. Continuum elasticity carried down to contact would give a ratio of about 1.2, but it is not reliable at such short distances. The size of this effect therefore remains open.

Copper is elastically anisotropic, so some pressure can remain around the void. To size its effect, we assume a leftover pressure of 0.3 times 2γ/R at the surface and a relaxation volume of magnitude 0.3Ω. Their product is 22 meV, and we add the energy

U₁ = 22 meV × (R/r)³ P₄(cos θ),

where P₄ is the fourth Legendre polynomial. This is a stand-in for the true cubic angular pattern. Although its amplitude exceeds E_s, the calculated R_eff/R changes only from 1.049 to 1.051. Refining the angular mesh moved the value by 0.0002.

The small change has a reason. Let f = φ/c∞ for an absorbing surface, so that f is 0 at the void and 1 far away. The steady f minimizes ∫exp(−βU)|∇f|²dV, because setting the variation to zero gives the steady equation ∇·[exp(−βU)∇f] = 0. By Gauss's theorem, the minimum is the flux of exp(−βU)∇f through a distant sphere, which is 4πR_eff. At a minimum, the change of f does not contribute to first order. The first-order effect of U₁ is then an integral of U₁ with a purely radial weight, and the angular average of P₄ is zero. The same principle gives bounds, since a larger weight exp(−βU) everywhere cannot lower the minimum. As |P₄| ≤ 1, replacing it by −1 and by +1 brackets the result between 0.91 and 1.18. These numbers hold for the assumed leftover pressure, which was not derived from copper's elastic constants. A larger one would widen the bracket and increase the small shift roughly as its square.

Two further assumptions concern the surroundings. If the activity is fixed at L = 50 nm instead of at infinity, R_eff/R becomes 1.072, relative to the activity at L. After 1 s, the transient excess from equation (11) is 0.4%, so the steady state is a good approximation for changes that take much longer.

The example could represent an early stage of Kirkendall voiding near the copper side of an aged solder joint, where 450 K is a high ageing temperature. Voids seen there by ordinary microscopy are much larger than 1 nm, and for them this model makes the elastic correction negligible. A void can also sit on an interface, which breaks the assumption of a uniform solid all around. Consider a hemispherical void on a flat interface that vacancies cannot cross, with the same radial potential on the open side. The spherical solution has no flux through any plane containing its centre, so it also solves this problem, and the current is half that of the full sphere. That factor of two is much larger than the 5% from elastic attraction. Fast diffusion along the interface would act in the opposite direction, and impurities that lower γ would reduce the growth threshold; neither is sized here. The numerical output lists the main inputs and results of this example, but not the estimates for oriented saddles or for the vacancy's own strain carried down to contact.

Values computed for the example and the checks

```
TESTS (lengths in R, energies in kT)
largest relative error, boundary-value test: 1.6e-10
hop current, sites equal to saddles: 1.2509
hop current, deeper sites, same saddles: 1.2509
formula with saddle energy: 1.2509
formula with deep site energy: 1.7716
transient excess at D t = 400 R^2: 0.0332
transient excess from late-time law: 0.0332
INPUTS (rough copper values and model choices)
temperature: 450 K
thermal energy: 38.78 meV
surface tension: 1.7 J/m^2
shear modulus: 45 GPa
lattice constant: 0.36 nm
atomic volume: 0.01166 nm^3
neighbour distance: 0.2546 nm
softness factor g: 2.0
migration energy: 0.70 eV
attempt frequency: 1.0e+13 1/s
relaxation volume / atomic volume: 0.3
VOID OF RADIUS 1 nm
surface radial stress: 3.40 GPa
surface hoop strain size: 0.0189
well depth E_s: 14.03 meV
a = E_s/kT: 0.3617
Debye integral times R: 0.95297
capture radius: 1.0493 nm
small-a estimate of R_eff/R: 1.0517
vacancy diffusivity: 1.875e+04 nm^2/s
absorption coefficient: 2.472e+05 nm^3/s
surface cost per vacancy: 0.2475 eV
SIZE SERIES: R, E_s, R_eff/R, threshold c_far/c_eq
1 nm, 14.026 meV, 1.04935, 591.75
2 nm, 3.507 meV, 1.01277, 24.33
5 nm, 0.561 meV, 1.00206, 3.58
NEGLECTED EFFECTS AT R = 1 nm, given as R_eff/R
model value: 1.0493
softness g = 1: 1.0253
softness g = 3: 1.0723
upper bound, attractive contact layer: 1.2710
surface transfer k = D/neighbour distance: 0.8847
far image well depth: 1.095 meV
with far image term: 1.0530
finite cell of radius 50 nm: 1.0718
assumed leftover pressure / (2 gamma/R): 0.3
angular energy amplitude: 22.28 meV
with angular potential: 1.0511
angular mesh shift, fine minus coarse: -2.2e-04
radial bracket of angular case: 0.9088 to 1.1832
relative transient excess after 1 s: 0.00432
```
